# Breit–Wheeler Pair Production from Crossed Compton Scattering

Two photons can turn into an electron and a positron, $\gamma(k_1)+\gamma(k_2)\to e^-(p_-)+e^+(p_+)$. This problem obtains the cross section at lowest order in the fine-structure constant $\alpha$, for unpolarized photons and with all final spins counted.

Natural units $\hbar=c=1$ suit the process, with $e^2=4\pi\alpha$ and electron mass $m$. The metric is $(+,-,-,-)$, a slash denotes contraction with $\gamma^\mu$, and spinors obey $\bar uu=2m$, so that $\sum u\bar u=\not p+m$ and $\sum v\bar v=\not p-m$. Areas are measured in $r_e^2$, where $r_e=\alpha/m$ is the classical electron radius.

## (a) The Compton amplitude squared

**Question.** For $e(p)+\gamma(k)\to e(p')+\gamma(k')$, find the spin- and polarization-averaged $|M|^2$ in terms of $a=p\cdot k$ and $b=p\cdot k'$.

**Solution.** Let $q=p+k$ and $r=p-k'$. The electron may absorb first or emit first, with propagator denominators $q^2-m^2=2a$ and $r^2-m^2=-2b$. Up to a phase,

$$M=e^2\,\bar u(p')\left[\frac{\not\epsilon'^*(\not q+m)\not\epsilon}{2a}-\frac{\not\epsilon(\not r+m)\not\epsilon'^*}{2b}\right]u(p).$$

Replace $\epsilon$ by $k$. The Dirac equation gives $\not k u=(\not q-m)u$, so the first term becomes $\bar u'\not\epsilon'^*u\,(q^2-m^2)/(2a)=\bar u'\not\epsilon'^*u$. Since $k=p'-r$, also $\bar u'\not k=\bar u'(m-\not r)$, and the second term becomes $-\bar u'\not\epsilon'^*u\,(m^2-r^2)/(2b)=-\bar u'\not\epsilon'^*u$. The sum vanishes. For $k$ along $z$ this says $M^0=M^3$, hence $|M^1|^2+|M^2|^2=-g_{\mu\nu}M^\mu M^{\nu*}$. The same argument holds for the outgoing photon, so each polarization sum may be replaced by $-g_{\mu\nu}$. The two minus signs cancel, and

$$\tfrac14\sum|M|^2=\frac{e^4}{4}\left[\frac{T_{ss}}{4a^2}+\frac{T_{uu}}{4b^2}-\frac{2T_{su}}{4ab}\right].$$

Momentum conservation supplies the products needed: $p'\cdot k'=a$, $p'\cdot k=b$, $k\cdot k'=a-b$, $p\cdot p'=m^2+a-b$, $p\cdot q=p'\cdot q=m^2+a$, $p\cdot r=p'\cdot r=m^2-b$ and $q\cdot r=m^2$.

*First trace.* Because $\gamma^\nu(\not p+m)\gamma_\nu=-2(\not p-2m)$, and likewise for $p'$,

$$T_{ss}=4\,\mathrm{tr}\left[(\not p'-2m)(\not q+m)(\not p-2m)(\not q+m)\right].$$

Using $\not q\not p\not q=2(p\cdot q)\not q-q^2\not p$ and $q^2=m^2+2a$, the last three factors multiply to

$$(2a-2m^2)\not q-2a\not p-2m^3-2ma.$$

The trace is therefore

$$T_{ss}=16\left[(2a-2m^2)(m^2+a)-2a(m^2+a-b)+4m^4+4m^2a\right]=32(m^4+m^2a+ab).$$

*Second trace.* Exchanging $k\leftrightarrow-k'$ exchanges the diagrams and sends $a\to-b$, $b\to-a$. Thus $T_{uu}=32(m^4-m^2b+ab)$.

*Interference.* Here

$$T_{su}=\mathrm{tr}\left[(\not p'+m)\gamma^\mu(\not q+m)\gamma^\nu(\not p+m)\gamma_\mu(\not r+m)\gamma_\nu\right].$$

The term without $m$ follows from $\gamma^\mu\not q\gamma^\nu\not p\gamma_\mu=-2\not p\gamma^\nu\not q$ and $\gamma^\nu\not q\not r\gamma_\nu=4q\cdot r$; it is $-32(q\cdot r)(p\cdot p')$. With two slashed momenta kept, the same contraction rules give $16m^2$ times their scalar product for each of the six pairs. The term with none is $m^4\,\mathrm{tr}[\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu]=-32m^4$. The six products add to $6m^2+3(a-b)$, so

$$T_{su}=-32m^2(m^2+a-b)+16m^2[6m^2+3(a-b)]-32m^4=16[2m^4+m^2(a-b)].$$

Inserting the traces and using $(a-b)/(ab)=1/b-1/a$ gives

$$C(a,b)\equiv\tfrac14\sum|M|^2=2e^4\left[\frac ba+\frac ab+2m^2\left(\frac1a-\frac1b\right)+m^4\left(\frac1a-\frac1b\right)^2\right].$$

## (b) Crossing

**Question.** Obtain the corresponding average for pair production, and account for its overall sign.

**Solution.** An incoming electron of momentum $p$ is traded for an outgoing positron by setting $p=-p_+$; the outgoing photon becomes an incoming one by $k'=-k_2$. The other assignments are $k=k_1$ and $p'=p_-$. The vertices and propagators keep their form, while $u(p)$ becomes $v(p_+)$.

The trace formula contained $\sum u\bar u=\not p+m$. Under the substitution this becomes $-\not p_++m=-(\not p_+-m)=-\sum v\bar v$. The correct positron spin sum thus requires one extra minus sign. Photons bring none. Both processes average over four initial states: two electron spins times two polarizations before, two times two polarizations now.

Define $A=p_+\cdot k_1$ and $B=p_+\cdot k_2$. Then $a=-A$ and $b=(-p_+)\cdot(-k_2)=B$, so

$$\overline{|M|^2}=-C(-A,B)=2e^4X,$$

$$X=\frac BA+\frac AB+2m^2\left(\frac1A+\frac1B\right)-m^4\left(\frac1A+\frac1B\right)^2.$$

$C$ is a rational function, so no choice of branch enters the continuation. The result was tested against amplitudes computed directly from pair-production spinors and transverse polarizations.

## (c) Angular distribution and the Thomson scale

**Question.** Find $d\sigma/d\Omega$ in the centre-of-momentum frame, and fix the Thomson cross section from part (a).

**Solution.** For two-body scattering in this frame, with initial and final momenta $p_i,p_f$, the flux factor is $4p_i\sqrt s$. The final-state integral is

$$\int\frac{p^2\,dp\,d\Omega}{(2\pi)^3\,4E_1E_2}\,2\pi\,\delta(\sqrt s-E_1-E_2)=\frac{p_f}{16\pi^2\sqrt s}\,d\Omega,$$

because $d(E_1+E_2)/dp=p\sqrt s/(E_1E_2)$. Hence

$$\frac{d\sigma}{d\Omega}=\frac{\overline{|M|^2}}{64\pi^2s}\,\frac{p_f}{p_i}.$$

For the pair, each particle has energy $E$, with $s=4E^2$. If $\beta$ is the lepton speed, $p_f/p_i=\beta$ and $m^2=E^2(1-\beta^2)$. Let $\theta$ be the angle between the electron and $k_1$, and $c=\cos\theta$. The positron moves oppositely, so $A=E^2(1+\beta c)$ and $B=E^2(1-\beta c)$. With $y=\beta^2$ and $w=1-yc^2$,

$$\frac BA+\frac AB=\frac{2(1+yc^2)}{w}=\frac4w-2,\qquad m^2\left(\frac1A+\frac1B\right)=\frac{2(1-y)}{w}.$$

Therefore

$$X=-2+\frac{4(2-y)}{w}-\frac{4(1-y)^2}{w^2}.$$

Since $e^4=16\pi^2\alpha^2$ and $\alpha^2/E^2=r_e^2(1-y)$,

$$\frac{d\sigma}{d\Omega}=\frac{2\cdot16\pi^2\alpha^2X\beta}{64\pi^2\cdot4E^2}=\frac{r_e^2}{8}\,\beta(1-\beta^2)X.$$

For the Thomson limit, take soft Compton scattering on an electron at rest: $a=m\omega$, $b=m\omega'$. The relation $k\cdot k'=a-b$ reads $\omega\omega'(1-c)=m(\omega-\omega')$, with $c$ now the photon scattering cosine. Thus $m^2(1/a-1/b)=-(1-c)$. As $\omega\to0$, $b/a\to1$ and

$$C\to2e^4[2-2(1-c)+(1-c)^2]=2e^4(1+c^2).$$

In this limit the rest and centre-of-momentum frames coincide, $s\to m^2$ and $p_f/p_i\to1$. The differential cross section is $\tfrac12r_e^2(1+c^2)$, and integration gives $\sigma_T=8\pi r_e^2/3$.

## (d) The total cross section

**Question.** Integrate over angles, then evaluate the distribution at $\beta=0.5$, $\theta=60^\circ$ and the total at the same speed.

**Solution.** Electron and positron are distinguishable, so the full sphere is counted once. Let $L=\ln[(1+\beta)/(1-\beta)]$. Partial fractions give

$$\int_{-1}^1\frac{dc}{w}=\frac12\int_{-1}^1\left[\frac1{1-\beta c}+\frac1{1+\beta c}\right]dc=\frac L\beta.$$

Also $\frac{d}{dc}(c/w)=2/w^2-1/w$, which yields

$$\int_{-1}^1\frac{dc}{w^2}=\frac1{1-y}+\frac L{2\beta}.$$

It follows that

$$\int_{-1}^1X\,dc=-4+\frac{4(2-y)L}{\beta}-4(1-y)-\frac{2(1-y)^2L}{\beta}=\frac{(6-2y^2)L}{\beta}-4(2-y).$$

Multiplication by $2\pi r_e^2\beta(1-y)/8$ gives the Breit–Wheeler formula:

$$\boxed{\sigma=\frac{\pi r_e^2}{2}(1-\beta^2)\left[(3-\beta^4)L-2\beta(2-\beta^2)\right]}$$

At $\beta=0.5$, $E^2=m^2/0.75=1.3333\,m^2$. At $60^\circ$, $A=1.3333\times1.25=1.6667\,m^2$ and $B=1.3333\times0.75=1.0000\,m^2$. Thus

$$X=0.6000+1.6667+2(1.6000)-(1.6000)^2=2.9067,$$

$$\frac{d\sigma}{d\Omega}=\frac{0.5\times0.75\times2.9067}{8}\,r_e^2=0.13625\,r_e^2/\mathrm{sr}.$$

With $L=\ln3=1.0986$, the total is

$$\sigma=\frac\pi2(0.75)[2.9375\times1.0986-1.75]\,r_e^2=1.740\,r_e^2.$$

Angular quadrature of the explicit-spinor result gives the same value, as the numerical output shows.

## (e) Behaviour at threshold

**Question.** How does the tree-level cross section begin at $\beta=0$, why, and where does this law fail?

**Solution.** Expand $L=2(\beta+\beta^3/3+\beta^5/5+\cdots)$. The square bracket in $\sigma$ becomes

$$6\beta+2\beta^3-\tfrac45\beta^5-4\beta+2\beta^3+\cdots=2\beta+4\beta^3-\tfrac45\beta^5+\cdots.$$

Multiplying by $(1-\beta^2)/2$,

$$\sigma=\pi r_e^2\left(\beta+\beta^3-\tfrac{12}{5}\beta^5+\cdots\right).$$

The start is linear in $\beta$. At threshold $w\to1$ and $X\to-2+8-4=2$ at every angle: the squared amplitude stays finite and isotropic, and the factor $\beta$ comes from phase space. In terms of energy, $\sqrt s=2m/\sqrt{1-\beta^2}\simeq2m+m\beta^2$, so the onset is a square root, $\beta\simeq\sqrt{(\sqrt s-2m)/m}$.

The ratio $\sigma/(\pi r_e^2\beta)$ is 1.0025, 1.0098 and 1.0362 at $\beta=0.05$, 0.10 and 0.20. Its excess over one follows the $\beta^2$ correction closely, reduced slightly by the next term.

The threshold amplitude also selects polarization. There $p_-=(m,\mathbf0)$, and the two propagator numerators are $m(1+\gamma^3)$ and $m(1-\gamma^3)$, with equal denominators $-2m^2$. For real transverse polarizations the numerator between $\bar u$ and $v$ is

$$m\{\not\epsilon_1,\not\epsilon_2\}+m\gamma^3[\not\epsilon_2,\not\epsilon_1].$$

The anticommutator is a number multiplying $\bar uv$, which vanishes for particles at rest because $u$ has upper and $v$ lower components. The commutator vanishes for parallel polarizations. Perpendicular linear polarizations therefore supply the whole leading term.

The tree amplitude treats the outgoing leptons as free. A slow pair attracts through the Coulomb potential $-\alpha/R$, where $R$ is the separation. The pair is created within a distance of order $1/m$, short compared with both its wavelength scale $1/(m\beta)$ and the Coulomb length $1/(\alpha m)$. To leading order the rate is then multiplied by the $s$-wave density at zero separation, relative to a free wave of the same asymptotic flux.

With reduced mass $m/2$, relative momentum $m\beta$ and $\rho=m\beta R$, the radial equation is

$$u''+\left(1-\frac{2\eta}{\rho}\right)u=0,\qquad \eta=-\frac{\alpha}{2\beta}.$$

The solution starting as $u\simeq\rho$ is $\rho e^{-i\rho}\,{}_1F_1(1-i\eta;2;2i\rho)$. The large-argument form of ${}_1F_1$ contains two complex-conjugate waves after multiplication by $\rho e^{-i\rho}$, each of modulus $e^{\pi\eta/2}/(2|\Gamma(1+i\eta)|)$. The oscillation amplitude is twice this. The density factor is its inverse square:

$$S=|\Gamma(1+i\eta)|^2e^{-\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}=\frac{\mathcal X}{1-e^{-\mathcal X}},\qquad \mathcal X=\frac{\pi\alpha}{\beta},$$

where $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh(\pi\eta)$ was used.

At $\beta=\pi\alpha=0.0229$, $S=1.58$; direct integration of the radial equation confirms it. The linear law is thus the leading approximation for $\pi\alpha\ll\beta\ll1$, but this window is narrow: the tree-level cross section multiplied by $S$ exceeds $\pi r_e^2\beta$ by about 13% at $\beta=0.10$ and 10% at $\beta=0.20$. For $\beta\ll\pi\alpha$, $S\simeq\pi\alpha/\beta$ cancels the phase-space factor, and the cross section just above threshold tends to $\pi^2\alpha r_e^2=0.072\,r_e^2$ in this leading Coulomb treatment. Other radiative corrections are omitted.

## (f) The maximum and the high-energy fall

**Question.** Show that the tree-level formula has one maximum, locate it, and compare its height with $\sigma_T$. What follows at high energy?

**Solution.** Write $\sigma=(\pi r_e^2/2)F$, with $F=(1-y)G$ and $G=(3-y^2)L-4\beta+2\beta^3$. Since $dL/d\beta=2/(1-y)$,

$$\frac{dG}{d\beta}=-4\beta^3L+\frac{2(3-y^2)}{1-y}-4+6y.$$

Using $dF/d\beta=-2\beta G+(1-y)dG/d\beta$ and collecting terms,

$$\frac{dF}{d\beta}=-\beta(6+4y-6y^2)L+2+18y-12y^2=2Q(R-L),$$

where

$$N=1+9y-6y^2,\qquad Q=\beta(3+2y-3y^2),\qquad R=\frac NQ.$$

For $0<\beta<1$, $Q>0$. Stationarity means $L=R$. To count the solutions, differentiate $L-R$, using $dN/d\beta=\beta(18-24y)$ and $dQ/d\beta=3+6y-15y^2$:

$$Q\frac{dN}{d\beta}-N\frac{dQ}{d\beta}=-3+21y-57y^2+69y^3-18y^4.$$

Combining this with $dL/d\beta$ over a common denominator,

$$\frac{d(L-R)}{d\beta}=\frac{P(y)}{(1-y)Q^2},\qquad P=3-6y+y^2(102-154y+63y^2).$$

The quadratic in parentheses has minimum $102-154^2/252>7$. Hence $P>3-6y+7y^2>0$ for $y>0$, the last quadratic having discriminant $36-84<0$. So $L-R$ increases throughout the interval. It tends to $-\infty$ as $\beta\to0$, where $R\simeq1/(3\beta)$, and to $+\infty$ as $\beta\to1$, where $R\to2$. There is one root, and $dF/d\beta$ changes there from positive to negative: it is the maximum.

Numerical solution gives $\beta=0.7013$, at $s=7.872\,m^2$. Each photon then has energy $1.403\,m$, or 0.717 MeV, in the centre-of-momentum frame. With $L=1.7398$ and $y=0.4918$,

$$\sigma_{\max}=\frac\pi2(0.5082)[2.7581\times1.7398-2.1154]\,r_e^2\simeq2.142\,r_e^2=0.170\ \mathrm{barn}.$$

Since $\sigma_T=8.378\,r_e^2$, the ratio is $2.142/8.378=0.256$, slightly above one quarter. The closeness to one quarter is a numerical result; the stationarity condition does not impose that fraction.

At high energy, $1-\beta^2=4m^2/s$ and $L=\ln[(1+\beta)^2/(1-\beta^2)]\to\ln(s/m^2)$. The bracket in $\sigma$ tends to $2L-2$, so

$$\sigma\to\frac{4\pi\alpha^2}{s}\left[\ln\frac s{m^2}-1\right].$$

The factor $1/s$ outweighs the growing logarithm. The maximum lies between this fall and the phase-space rise.

## (g) A head-on collision of unequal photons

**Question.** A 1 GeV photon meets a softer photon head-on. What partner energies correspond to threshold and to the maximum?

**Solution.** For opposite directions, $s=2k_1\cdot k_2=4\omega_1\omega_2$. In the centre-of-momentum frame $s=4E^2$, so $\omega_2=E^2/\omega_1$. Threshold has $E=m$:

$$\omega_2=\frac{(0.510999\ \mathrm{MeV})^2}{1000\ \mathrm{MeV}}=2.611\times10^{-4}\ \mathrm{MeV}=261\ \mathrm{eV}.$$

At the maximum $E=0.716839$ MeV, and the same relation gives $\omega_2=514$ eV. The total cross section is unchanged by a boost along the collision axis, so the peak height from part (f) applies here too. A partner below 261 eV cannot produce a free pair with this photon, whatever the collision angle: for angle $\psi$ between the photon directions, $s=2\omega_1\omega_2(1-\cos\psi)$, which is largest head-on.

## Table of computed values

```
fine-structure constant alpha = 0.00729735
electron rest energy = 0.510999 MeV
classical electron radius = 2.817940 fm
Thomson cross section = 8.377580 r_e^2
Thomson cross section = 0.665246 barn
example: beta = 0.500
example: electron angle = 60.0 degrees
example: photon energy in CM frame = 1.154701 m
example: s = 5.333333 m^2
example: A = p_plus.k1 = 1.666667 m^2
example: B = p_plus.k2 = 1.000000 m^2
example: angular bracket = 2.906667 (no unit)
example: explicit-spinor bracket = 2.906667 (no unit)
example: dsigma/dOmega = 0.136250 r_e^2/sr
example: sigma, closed form = 1.740254 r_e^2
example: sigma, quadrature = 1.740254 r_e^2
beta = 0.05: sigma/(pi r_e^2 beta) = 1.002485 (no unit)
beta = 0.10: sigma/(pi r_e^2 beta) = 1.009760 (no unit)
beta = 0.20: sigma/(pi r_e^2 beta) = 1.036192 (no unit)
Coulomb speed scale pi*alpha = 0.022925 c
Coulomb factor there, formula = 1.58198 (no unit)
Coulomb factor there, radial equation = 1.58198 (no unit)
threshold sigma with Coulomb factor = 0.072022 r_e^2
peak: beta = 0.701317
peak: beta from direct search = 0.70132
peak: s = 7.871613 m^2
peak: photon energy in CM frame = 1.402820 m
peak: photon energy in CM frame = 0.716839 MeV
peak: sigma = 2.141641 r_e^2
peak: sigma = 0.170063 barn
peak: sigma/sigma_Thomson = 0.255640 (no unit)
head-on: hard photon energy = 1.000 GeV
head-on: partner energy at threshold = 261.120 eV
head-on: partner energy at peak = 513.859 eV
```
